# Reality Condition, Real Spherical Harmonics and Gaunt Coefficients for Real Densities, part 1

(Sections cited here and not found follow in the second part.)

## 1. The reality condition and the unitary map

Inside an atomic sphere of an APW or LAPW calculation, the electron density and the potential are stored as radial functions multiplying spherical harmonics. Both fields are real, but the harmonics are complex. If the coefficients are treated as independent complex numbers, their sum acquires an imaginary part. A potential with such a part gives a non-Hermitian Hamiltonian matrix when that part has angular components of degrees that the basis functions couple to and the radial integrals of those components with the products of radial basis functions do not all vanish. A second fault can arise on passing to real harmonics: if coefficients are transformed with the matrix that transforms the functions, without its complex conjugate, the density stays real but is reflected in a plane. Both faults are avoided by following the phases through conjugation, basis change and products.

### Conjugation of a spherical harmonic

Take polar angles \(\theta,\phi\) about the centre of the sphere, and measure angular momentum in units of \(\hbar\). The operators are

\[
L_z=-i\partial_\phi,\qquad
L_\pm=e^{\pm i\phi}\left(\pm\partial_\theta+i\cot\theta\,\partial_\phi\right).
\tag{1}
\]

The harmonics are orthonormal on the unit sphere. Their phases are fixed by choosing

\[
Y_{l0}=\sqrt{\frac{2l+1}{4\pi}}\,P_l(\cos\theta)
\tag{2}
\]

and by taking the positive square root in

\[
L_\pm Y_{lm}=\sqrt{l(l+1)-m(m\pm1)}\;Y_{l,m\pm1}.
\tag{3}
\]

This is the Condon–Shortley convention. Start from \(m=0\) and apply \(L_+\) repeatedly. The factor at the step from \(k\) to \(k+1\) is the root of

\[
l(l+1)-k(k+1)=(l-k)(l+k+1).
\]

The downward step from \(-k\) to \(-k-1\) has the same factor, because \((-k)(-k-1)=k(k+1)\). For \(m>0\) the product of the factors is therefore, in both directions,

\[
\prod_{k=0}^{m-1}(l-k)(l+k+1)
=\frac{l!}{(l-m)!}\,\frac{(l+m)!}{l!}
=\frac{(l+m)!}{(l-m)!}.
\]

Taking the root and dividing by it gives

\[
Y_{l,\pm m}=N_{lm}\,L_\pm^m\,Y_{l0},\qquad
N_{lm}=\sqrt{\frac{(l-m)!}{(l+m)!}}.
\tag{4}
\]

Now conjugate the action of \(L_+\) on any function \(h\):

\[
(L_+h)^*=e^{-i\phi}\left(\partial_\theta-i\cot\theta\,\partial_\phi\right)h^*
=-L_-h^*.
\tag{5}
\]

The last equality follows by comparison with the lower sign in (1). Each of the \(m\) raising operators thus contributes one factor \(-1\). Since \(Y_{l0}\) is real, (4) and (5) yield

\[
Y_{lm}^*=N_{lm}(-1)^mL_-^mY_{l0}=(-1)^mY_{l,-m}.
\tag{6}
\]

For \(m=0\) this states that \(Y_{l0}\) is real. Conjugating (6) and multiplying by \((-1)^m\) gives \(Y_{l,-m}^*=(-1)^mY_{lm}\), so the relation holds for negative orders too.

Physically, conjugation reverses the sense in which the phase winds about the \(z\) axis. It changes \(L_z=m\) into \(L_z=-m\). The sign \((-1)^m\) carries no further physics; it records the phase choice in (3).

### The condition on the coefficients

Let \(f(\mathbf r)\) be square-integrable on the sphere of radius \(r\), and write

\[
f(\mathbf r)=\sum_{lm}f_{lm}(r)Y_{lm}(\hat{\mathbf r}),\qquad
f_{lm}(r)=\int Y_{lm}^*f\,d\Omega .
\tag{7}
\]

The series is understood as convergence in the mean over the sphere, and its coefficients are unique because the harmonics are orthonormal. Conjugate the series, use (6), and rename \(m\) as \(-m\):

\[
f^*=\sum_{lm}f_{lm}^*(-1)^mY_{l,-m}
=\sum_{lm}(-1)^mf_{l,-m}^*Y_{lm}.
\]

The coefficients of the conjugate function are therefore

\[
(f^*)_{lm}=(-1)^mf_{l,-m}^* .
\tag{8}
\]

The function is real when \(f=f^*\). By uniqueness this is the same as equality of all coefficients, \(f_{lm}=(-1)^mf_{l,-m}^*\). Replacing \(m\) by \(-m\) gives the standard form:

\[
\boxed{\,f\ \text{real}\quad\Longleftrightarrow\quad
f_{l,-m}=(-1)^mf_{lm}^*\ \text{for all }l,m.\,}
\tag{9}
\]

At \(m=0\) the condition makes \(f_{l0}\) real. For each \(m>0\) one complex coefficient determines its partner. A real function thus has \(1+2l\) independent real numbers at degree \(l\), where a complex function has twice as many.

Equation (8) also separates the real and imaginary parts of an arbitrary function. The coefficients of \(\operatorname{Re}f=(f+f^*)/2\) are

\[
(\operatorname{Re}f)_{lm}
=\tfrac12\left[f_{lm}+(-1)^mf_{l,-m}^*\right].
\tag{10}
\]

The remainder, \(\tfrac12[f_{lm}-(-1)^mf_{l,-m}^*]\), expands \(i\operatorname{Im}f\). Replacing computed coefficients by (10) discards exactly the imaginary part of the field. This is a sound way to remove rounding errors, but it would hide a genuine fault if the discarded part were large.

### Where the condition applies

Equation (9) concerns a real field expanded about one centre. The charge density and a real local potential satisfy it. The coefficients of a general complex wave function do not. Nor, in general, does the off-diagonal density \(n_{\uparrow\downarrow}\) of a noncollinear magnet. There the relation \(n_{\downarrow\uparrow}=n_{\uparrow\downarrow}^*\) and (8) connect two different fields:

\[
(n_{\downarrow\uparrow})_{lm}
=(-1)^m(n_{\uparrow\downarrow})_{l,-m}^* .
\]

The sign in (9) changes with the phase convention. Suppose the harmonics are \(\bar Y_{lm}=i^lY_{lm}\). Then \(\bar f_{lm}=i^{-l}f_{lm}\), and hence

\[
\bar f_{l,-m}=i^{-l}(-1)^mf_{lm}^*
=i^{-2l}(-1)^m\bar f_{lm}^*
=(-1)^{l+m}\bar f_{lm}^* .
\]

In the second step, \(\bar f_{lm}^*=i^lf_{lm}^*\) was used. Coefficients taken from another program must therefore be accompanied by its definition of the harmonics.

The interstitial expansion has an analogous condition. For \(f=\sum_{\mathbf G}f_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\), conjugation sends \(\mathbf G\) to \(-\mathbf G\), and reality requires \(f_{-\mathbf G}=f_{\mathbf G}^*\). No order-dependent sign appears, because \((e^{i\mathbf G\cdot\mathbf r})^*=e^{-i\mathbf G\cdot\mathbf r}\).

### Real harmonics

For \(m>0\), abbreviate \(\sigma_m=(-1)^m\). Define \(S_{l0}=Y_{l0}\) and

\[
\begin{aligned}
S_{lm}&=\frac{1}{\sqrt2}\left(\sigma_mY_{lm}+Y_{l,-m}\right),\\
S_{l,-m}&=\frac{i}{\sqrt2}\left(-\sigma_mY_{lm}+Y_{l,-m}\right).
\end{aligned}
\tag{11}
\]

By (6), \(Y_{l,-m}=\sigma_mY_{lm}^*\). Substitution gives

\[
S_{lm}=\frac{\sigma_m}{\sqrt2}(Y_{lm}+Y_{lm}^*)
=\sqrt2\,\sigma_m\operatorname{Re}Y_{lm},
\]

\[
S_{l,-m}=\frac{i\sigma_m}{\sqrt2}(Y_{lm}^*-Y_{lm})
=\frac{i\sigma_m}{\sqrt2}(-2i\operatorname{Im}Y_{lm})
=\sqrt2\,\sigma_m\operatorname{Im}Y_{lm}.
\]

Both functions are real. To display the angular form, write for \(m\ge0\)

\[
Y_{lm}=(-1)^m\Theta_{lm}(\theta)e^{im\phi},\qquad
Y_{l,-m}=\Theta_{lm}(\theta)e^{-im\phi},
\tag{12}
\]

where \(\Theta_{lm}\) is real. The second equation follows from the first and (6). Then

\[
S_{lm}=\sqrt2\,\Theta_{lm}\cos m\phi,\qquad
S_{l,-m}=\sqrt2\,\Theta_{lm}\sin m\phi .
\tag{13}
\]

A positive label denotes a cosine and a negative label a sine. For \(l=1\), equation (4) gives \(Y_{11}=-\sqrt{3/8\pi}\,\sin\theta\,e^{i\phi}\), so \(\Theta_{11}=\sqrt{3/8\pi}\,\sin\theta\). Hence \(S_{11}\), \(S_{1,-1}\) and \(S_{10}\) are \(\sqrt{3/4\pi}\) times \(x/r\), \(y/r\) and \(z/r\). A real harmonic with a nonzero label, of either sign, mixes \(Y_{lm}\) and \(Y_{l,-m}\) and is not an eigenfunction of \(L_z\); its label names the cosine or sine type and the order, and is not a value of \(L_z\).

### Unitarity and the map of coefficients

Write (11) as \(S_{l\mu}=\sum_mU_{\mu m}Y_{lm}\), with the degree \(l\) understood in \(U\). For each \(m>0\) it has the block

\[
\begin{pmatrix}S_{lm}\\S_{l,-m}\end{pmatrix}
=\frac1{\sqrt2}
\begin{pmatrix}\sigma_m&1\\-i\sigma_m&i\end{pmatrix}
\begin{pmatrix}Y_{lm}\\Y_{l,-m}\end{pmatrix}.
\tag{14}
\]

Each row has squared norm \((1+1)/2=1\). The product of the first row with the conjugate of the second is

\[
\tfrac12\left[\sigma_m(i\sigma_m)+1(-i)\right]=\tfrac12(i-i)=0.
\]

The rows are orthonormal, the \(m=0\) entry is one, and blocks of different \(|m|\) do not mix. Thus \(UU^\dagger=1\), and the real harmonics are orthonormal.

Let \(f=\sum_{l\mu}s_{l\mu}S_{l\mu}\). Insert the definition of \(S\) and collect the factor of \(Y_{lm}\):

\[
f_{lm}=\sum_\mu U_{\mu m}s_{l\mu},
\qquad\text{or}\qquad f=U^Ts .
\tag{15}
\]

In the matrix equation, \(f\) and \(s\) denote columns of coefficients. Multiply from the left by \(U^*\). Since \(U^*U^T=(UU^\dagger)^*=1\),

\[
\boxed{\,s=U^*f .\,}
\tag{16}
\]

The functions transform with \(U\), the coefficients with \(U^*\). Written out for \(m>0\),

\[
s_{lm}=\frac{\sigma_mf_{lm}+f_{l,-m}}{\sqrt2},\qquad
s_{l,-m}=\frac{i(\sigma_mf_{lm}-f_{l,-m})}{\sqrt2}.
\tag{17}
\]

For a real field, insert \(f_{l,-m}=\sigma_mf_{lm}^*\):

\[
\begin{aligned}
s_{lm}&=\frac{\sigma_m}{\sqrt2}(f_{lm}+f_{lm}^*)
=\sqrt2\,\sigma_m\operatorname{Re}f_{lm},\\
s_{l,-m}&=\frac{i\sigma_m}{\sqrt2}(f_{lm}-f_{lm}^*)
=-\sqrt2\,\sigma_m\operatorname{Im}f_{lm}.
\end{aligned}
\tag{18}
\]

The second sign is opposite to the one in \(S_{l,-m}=+\sqrt2\,\sigma_m\operatorname{Im}Y_{lm}\). Its origin is visible in the product: \(\operatorname{Re}(f_{lm}Y_{lm})\) contains \(-\operatorname{Im}f_{lm}\operatorname{Im}Y_{lm}\).

Conversely, (15) gives

\[
f_{lm}=\frac{\sigma_m}{\sqrt2}(s_{lm}-is_{l,-m}),\qquad
f_{l,-m}=\frac1{\sqrt2}(s_{lm}+is_{l,-m}).
\tag{19}
\]

Real \(s_{l\mu}\) therefore reproduce (9), and the condition becomes simply that every coefficient in the real basis is real.

The consequence of using \(Uf\) for (16) can now be stated. The cosine rows of \(U\) are real and unchanged by conjugation. The sine rows are imaginary and change sign. The faulty coefficients thus have every \(s_{l,-m}\) reversed, which by (13) replaces \(\phi\) by \(-\phi\). The density is reflected in the \(xz\) plane. A density with that mirror symmetry would not reveal the fault.

### Lattice harmonics

A lattice harmonic is a combination of harmonics invariant under the point group of the atomic site. If \(K(\hat{\mathbf r})\) is invariant, so is \(K^*(\hat{\mathbf r})\), because the group acts on the argument. Its real and imaginary parts are then invariant as well. An invariant space can therefore be spanned by real lattice harmonics. Their coefficients in the \(Y_{lm}\) obey (9), and those in the \(S_{l\mu}\) are real.

For a threefold axis along \(z\), a rotation by \(2\pi/3\) multiplies \(Y_{lm}\) by a phase that equals one when \(m\) is a multiple of three. Both \(S_{l3}\) and \(S_{l,-3}\) are then allowed. If the \(xz\) plane is also a mirror plane, \(\phi\to-\phi\) excludes the sine function \(S_{l,-3}\).

## 2. Gaunt coefficients and real densities

The complex harmonics obey \(Y_{lm}^*=(-1)^mY_{l,-m}\), equation (6), and have the angular form (12). The real harmonics \(S_{l\mu}=\sum_mU_{\mu m}Y_{lm}\) are cosines for \(\mu>0\) and sines for \(\mu<0\), equation (13). The matrix \(U\) is unitary, and coefficients transform by \(s=U^*f\), equation (16). A field is real when its coefficients obey (9), or equivalently when all \(s_{l\mu}\) are real. Products of harmonics are now needed, because a density is quadratic in wave functions and a potential matrix element contains three angular factors.

### Transforming the triple integral

Define the complex-basis Gaunt coefficient with the first harmonic conjugated:

\[
G^{lLl'}_{mMm'}=\int Y_{lm}^*Y_{LM}Y_{l'm'}\,d\Omega .
\tag{20}
\]

The \(\phi\) integral vanishes unless \(m=M+m'\). When this holds, the exponentials cancel and the remaining integrand is real, so \(G\) is real. Under inversion a harmonic of degree \(l\) acquires \((-1)^l\); hence \(l+L+l'\) must be even. The degrees must also satisfy \(|l-l'|\le L\le l+l'\). This follows because \(r^lY_{lm}\) is a polynomial of degree \(l\): the product of two such polynomials contains, on the sphere, no harmonic of degree above the sum of their degrees. Applying that statement to each pair gives the triangle rule.

The corresponding coefficient for real harmonics is

\[
R^{lLl'}_{\mu\lambda\nu}
=\int S_{l\mu}S_{L\lambda}S_{l'\nu}\,d\Omega .
\tag{21}
\]

Since \(S_{l\mu}\) is real, replace it by \(S_{l\mu}^*=\sum_mU_{\mu m}^*Y_{lm}^*\). Insert the expansions of the other two factors without conjugation:

\[
\boxed{\,R^{lLl'}_{\mu\lambda\nu}
=\sum_{mMm'}U_{\mu m}^*U_{\lambda M}U_{\nu m'}
G^{lLl'}_{mMm'} .\,}
\tag{22}
\]

The cosine rows of \(U\) are real, the sine rows are imaginary, and \(G\) is real. Every term is therefore real when the number of sine factors is even and purely imaginary when it is odd. Since the sum is real by (21), it vanishes in the odd case. The same definition shows that \(R\) is unchanged when any two complete labels, such as \((l,\mu)\) and \((l',\nu)\), are exchanged. Exchanging the orders alone changes \(R\) in general when the degrees differ.

The reality condition, the unitary map between complex and real harmonics, and the transformation (22) of the Gaunt coefficients are now established. It remains to carry out the sums in (22) and to apply the result to densities and to matrix elements of a real potential, with a worked example.
